# Adsorbate valence and coverage in the honeycomb-chain-channel surface of Si(111)

## Problem

A Si(111) surface carries metal atoms in the honeycomb-chain-channel structure. Its framework repeats with a (3x1) cell: length $a=0.384$ nm along the chains, and three atomic rows wide across them. The framework consists of the following parts.

- The substrate is a complete silicon double layer. Each (3x1) cell has three upper atoms, and each of these has one unpaired orbital pointing out of the surface.
- Four silicon atoms, a, b, c and d, lie on top and form a flat honeycomb strip. Atom a has two b neighbours, b has two a neighbours and one c, c has one b and two d, and d has two c neighbours. (Upright letters name atoms; the italic $a$ is the length.)
- Atoms a and d are each bonded to one substrate atom. The third substrate atom, e, lies below the middle of the b–c bond.
- Between strips runs an empty channel, with one equivalent adsorption site per (3x1) cell.

An adsorbed atom sits in the channel and gives its $v$ valence electrons to the silicon. One monolayer (ML) means one atom per (1x1) cell. For $v=1$ and $v=2$, find the coverage $\theta$ at which the surface bands are filled up to a gap, and the smallest cell in which this can happen. Take the bands as spin-paired, without magnetism or strong correlation.

## A tempting solution

The channel offers one site per (3x1) cell, so full channels mean $\theta=1/3$ ML whatever the valence. The four strip atoms bring $4\times4=16$ electrons and the three substrate orbitals bring 3, so the framework has 19. The deeper silicon has only completed bonds and adds an even number.

For $v=1$ the total is 20. This is even, and the bands can be filled. For $v=2$ the total is 21. This is odd, and one band is half full. Doubling the cell along the chain makes the total 42, which is even again. A divalent adsorbate therefore forms a (3x2) cell, also at 1/3 ML.

The periods look reasonable, but the second coverage is wrong.

## Where it fails

An even electron number is necessary for a spin-paired insulator, but it is not sufficient: there must also be a gap at that filling. Relabelling the cell as twice as large creates none.

To see this, let $\mathbf b_1$ be the reciprocal vector of the (3x1) lattice that belongs to the chain direction. In the doubled cell $\mathbf b_1/2$ is also a reciprocal vector, so states at $\mathbf k$ and $\mathbf k-\mathbf b_1/2$ are listed together. Choose $\mathbf k_0=\mathbf b_1/4$. Its partner is $\mathbf k_0-\mathbf b_1/2=-\mathbf k_0$, and without magnetism time reversal gives

$$E_n(-\mathbf k_0)=E_n(\mathbf k_0).$$

Every level of the doubled cell at $\mathbf k_0$ therefore comes twice. The 42 electrons need 21 orbital levels. The twenty-first and twenty-second levels are the two copies of $E_{11}(\mathbf k_0)$, so no gap separates filled from empty states.

A real distortion of the atoms could split this pair, but the tempting solution supplies no such distortion. It also never asks which orbitals the electrons enter. That question decides the coverage.

## Right solution

### Bonds and free orbitals

Adding the neighbours inside the strip gives $2+3+3+2=10$. Each bond has been counted from both ends, so there are 5 strip bonds. Two more join a and d to the substrate. The seven bonds hold 14 electrons, which leaves

$$19-14=5 \text{ electrons}.$$

The orbitals are counted in the same way. Four orbitals on each strip atom and three substrate orbitals make 19; the bonds use 14, and 5 stay free, one on each of a, b, c, d and e.

These five are not equivalent. Atoms b and c have three coplanar bonds. The three bond hybrids use up the $s$ orbital and the two in-plane $p$ orbitals, and the orbital left over is a pure $p_z$.

The bonds of a and d are not coplanar. If the free orbital of such an atom were a pure $p$ orbital along some direction $\mathbf n$, the bond hybrids, being orthogonal to it, would have no component along $\mathbf n$. All three bonds would then lie in one plane, which they do not. The free orbitals of a and d thus contain some $s$ character. Since the silicon $s$ level lies below the $p$ level, this favours two electrons there: a lone pair on each. The bonds of e are not coplanar either, but they are flatter than those of a and d, so its free orbital has less $s$ character and lies higher.

### The b–c bond and atom e

Let the $p_z$ orbitals of b and c have energy $E_p$ and matrix element $-t$ between them, with $t>0$. Let the free orbital of e have energy $E_e$ and matrix element $\gamma$ with each of them. The odd combination $(b-c)/\sqrt2$ has energy $E_p+t$, and its coupling to e is $(\gamma-\gamma)/\sqrt2=0$. The even combination $(b+c)/\sqrt2$ has energy $E_p-t$ and couples to e with $2\gamma/\sqrt2=\sqrt2\,\gamma$. The even block

$$\begin{pmatrix}E_p-t&\sqrt2\,\gamma\\ \sqrt2\,\gamma&E_e\end{pmatrix}$$

has the eigenvalues

$$E_\pm=\frac{E_p-t+E_e}{2}\pm\sqrt{\left(\frac{E_p-t-E_e}{2}\right)^2+2\gamma^2}.$$

Since the square root is at least $|E_p-t-E_e|/2$, the level $E_-$ lies at or below both $E_p-t$ and $E_e$, and $E_+$ lies at or above both. In this three-orbital model one level, $E_-$, is low, and it takes one pair of electrons. The levels $E_+$ and $E_p+t$ stay empty. The coupling to e separates $E_+$ from $E_-$ by at least $2\sqrt2\,|\gamma|$.

The closed shell is thus two lone pairs and one pair shared by b, c and e:

$$2+2+2=6 \text{ electrons}.$$

The framework has 5, so it needs $6-5=1$ electron per (3x1) cell.

### Does the gap exist?

The count assumes that the lone pairs and the shared pair lie below the empty levels throughout the Brillouin zone. This was tested in an $sp^3$ tight-binding slab with four silicon double layers, idealised bond lengths, e lowered by 0.03 nm, the bottom side terminated, and all silicon pairs closer than 0.32 nm coupled. The donor's electrons are added, but not its orbitals. The spectrum was searched for the largest gap at every even electron total within five electrons of neutrality, without use of the bond count.

The largest gap occurs at one extra electron and is 0.79 eV. The neighbouring even totals, one electron removed and three added, give $-0.20$ and $-0.21$ eV; a negative value means that the bands overlap. A slab terminated on both sides, used as a control, has its largest gap at zero extra electrons, as it should.

With the matrix elements between e and the atoms b and c set to zero, the value at one extra electron becomes $-0.25$ eV. In this slab model the gap therefore depends on the coupling to e. The three-orbital model shows one effect of cutting it: $E_+$ is no longer pushed up. That model leaves out the width of the bands and the other orbitals, however, so it does not by itself explain the overlap.

With the coupling in place, the occupations agree with the closed-shell count. The free orbitals of a and d hold 1.68 and 1.71 electrons, close to lone pairs. Those of b, c and e hold 0.78, 0.68 and 0.87, so e is far from empty. The sum is 5.73, nearer to 6 than to 5. It need not be an integer, because the free orbitals mix with the bonds.

### From electrons to coverage

A (3x1) cell covers three (1x1) cells and holds on average $3\theta$ adsorbed atoms. They donate $3\theta v$ electrons, and this must equal one:

$$3\theta v=1\quad\Rightarrow\quad\theta=\frac{1}{3v}.$$

For $v=1$, $\theta=1/3$ ML. Every channel site is occupied, and the (3x1) cell suffices. For $v=2$, $\theta=1/6$ ML, and half the sites are occupied. A cell made of $N$ (3x1) units contains $N/2$ atoms, so the smallest possible $N$ is 2.

One monolayer is $1/(a\cdot\sqrt3a/2)=7.83\times10^{14}$ cm$^{-2}$. The two coverages are therefore $2.610\times10^{14}$ and $1.305\times10^{14}$ cm$^{-2}$.

The exchanged cases show what goes wrong. A divalent adsorbate at 1/3 ML supplies 4 electrons per (3x2) cell where 2 are needed, and the other two must enter states above the gap. A monovalent one at 1/6 ML supplies 1 where 2 are needed, and leaves a hole in the filled bands.

### Why (3x2) and not (6x1)

Counting fixes the coverage, not the arrangement. Let $\mathbf A_1$ be the (3x1) cell vector along the chain and $\mathbf A_2$ the one that leads to the next channel. A lattice has three sublattices of twice its cell area. Here they are $(2\mathbf A_1,\mathbf A_2)$, $(2\mathbf A_1,\mathbf A_2+\mathbf A_1)$ and $(\mathbf A_1,2\mathbf A_2)$. The first two are (3x2) cells, with every second site filled in each channel. The third is (6x1), with alternate channels full. All have the same electron count.

The repulsion of the ions distinguishes them. Hold the chain charge fixed at one electron per (3x1) cell, with (3x1) period. Each ion then has the same energy in the field of the chains, and the arrangements differ in the ion–ion energy alone.

For screening, treat silicon as a dielectric half-space with constant 11.7, a rough value. A charge $q$ in the boundary plane has a radial field $E$ of equal strength on both sides, so the flux condition is $2\pi r^2\epsilon_0(1+11.7)E=q$. This is the vacuum field divided by $\bar\epsilon=(1+11.7)/2=6.35$.

A single channel shows the effect of pairing. Let $C=e^2/4\pi\epsilon_0$, where $e$ is the elementary charge; two divalent ions a distance $r$ apart repel with energy $4C/\bar\epsilon r$. Compare ions at sites $0,2$ modulo 4 (even spacing) with ions at $0,1$ modulo 4 (pairs). The distances that are multiples of $4a$ are common to both.

In the paired case the other neighbours of an ion lie at every odd multiple of $a$, once each. In the even case they lie at twice every odd multiple, on both sides. Count neighbours up to a distance $La$, and use the fact that the sum of $1/j$ over odd $j\le M$ tends to $\tfrac12\ln M+\text{const}$:

$$\sum_{j\le L}\frac1j-\sum_{j\le L/2}\frac{2}{2j}\;\to\;\tfrac12\ln L-\tfrac12\ln\tfrac L2=\tfrac12\ln2 .$$

With a factor 1/2 because each pair energy is shared by two ions, pairing costs

$$\Delta E=\frac12\cdot\frac{4C}{\bar\epsilon a}\cdot\frac{\ln2}{2}=\frac{C\ln2}{\bar\epsilon a}>0$$

per ion. The sum over all channels gives 0.39 eV per ion for the cheaper of the two paired (3x4) registries (0.43 eV for the other) and 1.28 eV for (6x1), both relative to (3x2). The thermal energy at 300 K is 0.026 eV. Among these arrangements, even filling of every channel is strongly favoured.

The doubled potential of the ions could in turn disturb the gap. Place the ions in mid-channel at the height of the strip. At atom d the nearest ion row then produces a ripple of 0.54 eV from peak to trough. With the ripple from all nearby rows included in a (3x2) slab, the largest gap is still at two extra electrons per cell, and it falls from 0.79 to 0.75 eV. The tempting solution would have required it at four. This result relies on screening: with a ripple three times as strong the gap at two extra electrons is 0.54 eV, and with no screening at all it is only 0.10 eV and no longer the largest.

### Why the doubling can be hard to see

The vector $\mathbf A_2$ shifts the next channel by $3a/2$ along the chain. Modulo the ion period $2a$, its ions are displaced by $-a/2$, or by $+a/2$ if they occupy the other set of sites. The framework has a mirror plane through an ion, perpendicular to the chain, and this mirror exchanges the two choices. Two neighbouring channels thus have equal energy in both cases.

A preference must come from more distant channels. For a row of unit charges with period $P$, at distance $D$ from the observer, use $\int \cos(kx)\,(x^2+D^2)^{-1/2}dx=2K_0(kD)$, where $K_0$ is the modified Bessel function. Summing over the row by Fourier series gives the varying part of the sum of inverse distances:

$$\frac4P\sum_{m\ge1}K_0\!\left(\frac{2\pi mD}{P}\right)\cos\frac{2\pi mx}{P}.$$

Here $P=2a$. The second-neighbour channel is at $D_2=2\times0.998=2.00$ nm. If all steps are equal, its ions are displaced by $2\times3a/2=3a$, equivalent to $a$, and the $m=1$ cosine is $-1$. If the steps alternate, the displacement is zero and the cosine is $+1$. Each ion has two such channels, but each energy is shared, which leaves the energy of one row:

$$\Delta E_{\rm phase}=\frac{4C}{\bar\epsilon}\cdot\frac{4}{2a}\cdot2K_0\!\left(\frac{\pi D_2}{a}\right)=\frac{16C}{\bar\epsilon a}K_0\!\left(\frac{\pi D_2}{a}\right).$$

The $m=2$ terms are equal in the two cases, and higher ones are much smaller. The result is $2.4\times10^{-7}$ eV per ion, or $1.5\times10^{-6}$ eV without screening. A phase belongs to a whole channel, so the cost for all its ions must be compared with the thermal energy. That cost reaches 0.026 eV only at about $1.1\times10^5$ ions, or $1.7\times10^4$ without screening. With ions $2a$ apart, these are lengths of about 80 and 13 micrometres. Shifting a single channel in the ordered surface changes both of its second-neighbour rows and costs twice as much per ion, which halves the lengths to about 40 and 7 micrometres. In this electrostatic model the phases of much shorter channels are nearly random at 300 K.

For diffraction, let the wave vector along the chain be $\pi/a$, the half-order position. Each step of $\pm a/2$ multiplies the amplitude by $e^{\pm i\pi/2}=\pm i$. With random signs the average factor is zero, interference between channels averages out, and $N$ channels give $N$ times the intensity of one, for any transverse wave vector. This is a streak. At $2\pi/a$ both steps give the same factor, $e^{\pm i\pi}=-1$. Where the transverse wave vector supplies another factor $-1$ per channel, the channels add coherently, and the peak is $N^2$. For eight channels the values are 8 and 64. A surface that is doubled in every channel can thus resemble (3x1) in diffraction.

## Real surfaces and limits

Alkali metals on Si(111) form (3x1) phases of this type, and alkaline-earth metals form (3x2) phases whose half-order features can be faint streaks. The coverage rule counts filled bands, not the charge on each ion. An adsorbate orbital may mix with the silicon orbitals, and $\theta$ stays the same as long as the number of filled bands does not change and the gap stays open. If an adsorbate orbital forms an extra filled band, that band keeps two electrons per orbital, and only the remaining valence electrons count in $v$. If a fraction $f$ of the required ions is missing, the surface lacks $f$ electrons per (3x1) cell.

The energies are less certain than the count. Lowering e by 0.01 or 0.05 nm instead of 0.03 nm changes the gap to 0.85 or 0.72 eV, with the same filling. The 0.32 nm range also couples c to a second-layer atom 0.317 nm away. A slab with a 0.31 nm range, which leaves this pair out, and with the bottom dangling orbitals removed instead of capped, has a gap of 0.97 eV at the same filling. The slab gaps are thus uncertain by about 0.2 eV. The slab model omits self-consistent charge and full relaxation, so its gap is not a prediction for a particular metal. A continuum dielectric is also rough at distances near $a$: with the full silicon constant 11.7 in place of 6.35, the pairing cost falls from 0.39 to 0.21 eV, still well above the thermal energy. If the ions instead stand at strip height above a dielectric that begins at the substrate plane, they are screened less, and pairing in a single channel costs about 1.9 eV. The ripple at d then rises to about 3.2 eV, close to its unscreened value of 3.4 eV. In the slab with the 0.31 nm range the gap at two extra electrons per (3x2) cell falls from 0.95 to 0.43 eV, and the largest gap, 0.77 eV, moves to zero extra electrons. A fixed potential without self-consistent screening therefore cannot settle how well the gap survives the ions. Elastic forces and interactions carried by the bands are absent, and they could exceed the tiny phase energy.

Finally, the rule identifies the coverage that closes the shell of this framework. It does not exclude other structures when more or less metal is supplied. Most of the values are in the numerical output below.

## Computed values

```
Surface lattice constant a: 0.3840 nm
Si-Si bond length: 0.2352 nm
Channel spacing: 0.9977 nm
Height of chain above substrate plane: 0.2214 nm
Lowering of atom e (chosen): 0.030 nm
Distance b-e: 0.2776 nm
Free orbitals per (3x1): 5
Free electrons per (3x1): 5
Electrons needed from bond count: 1
Extra electrons at largest slab gap: 1
Indirect gap at extra -1: -0.195 eV (negative = band overlap)
Indirect gap at extra +1: 0.786 eV (negative = band overlap)
Indirect gap at extra +3: -0.211 eV (negative = band overlap)
Control, extra electrons at largest gap: 0
Control gap: 1.559 eV
Gap, 6 bilayers: 0.785 eV (shift from 4: -0.001 eV)
Gap, 8 bilayers: 0.785 eV (shift from 4: -0.001 eV)
Gap shift, k mesh 12x6 to 20x8: +0.0000 eV
Gap with e lowered 0.01 nm: 0.853 eV
Gap with e lowered 0.05 nm: 0.717 eV
Gap at extra +1 without e link: -0.251 eV
Occupation of free orbital a: 1.682 electrons
Occupation of free orbital b: 0.784 electrons
Occupation of free orbital c: 0.684 electrons
Occupation of free orbital d: 1.708 electrons
Occupation of free orbital e: 0.870 electrons
Sum of five occupations: 5.727 electrons
Extra electrons per (3x2) at largest gap: 2
(3x2) gap without ion ripple: 0.786 eV
(3x2) gap with ion ripple: 0.753 eV
Ripple at atom d, peak to peak, nearest row: 0.538 eV
One monolayer: 7.830e+14 cm^-2
Valence 1: coverage 0.3333 ML = 2.610e+14 cm^-2
Valence 2: coverage 0.1667 ML = 1.305e+14 cm^-2
Silicon dielectric constant (rough input): 11.7
Surface dielectric constant: 6.35
Cost of paired (3x4) ions: 0.392 eV per ion
Same by explicit row sums: 0.392 eV per ion
Paired cost with full Si screening: 0.213 eV per ion
Cost of (6x1), alternate channels full: 1.276 eV per ion
Cost of alternating channel phase: 2.37e-07 eV per ion
Same from Bessel formula: 2.37e-07 eV per ion
Phase cost without screening: 1.50e-06 eV per ion
Thermal energy at 300 K: 0.0259 eV
Channels in diffraction test: 8
Mean half-order intensity: 8.000 (one channel = 1)
Integer-order peak intensity: 64.000 (one channel = 1)
```
